Critical supercell sizes for Pekar polaron localisation, and the Mott comparison, part 2

The question concerns the ab initio polaron equations for one electron in a band ε_k = k²/2m, coupled to one LO phonon ω on an N×N×N grid without q = 0. Small grids give a uniform state and large ones a polaron; in between the seed decides, and one localised solution has positive energy. Is this a Mott transition, n^(1/3) r ≈ const with n = 1/V?

The questioner's parameters are m = 0.5, ε∞ = 2, ε₀ = 10, simple cubic lattice constant a₀ = 4 Å, ħω = 0.020 eV.

In Hartree atomic units, N_p = N³, L = Na₀, V = L³, 1/κ = 1/ε∞ − 1/ε₀ and the vertex is g_q² = 2πω / (κ a₀³ q²). The electron has amplitudes A_k and wavefunction ψ, the lattice has displacements B_q, and ρ_q is the Fourier component of |ψ|²:

B_q = g_q ρ_q / ω,  and hence B_(−q) = B_q*.   (1)

ε_p A_p − (2/N_p) Σ_q B_q g_q A_(p+q) = ε A_p.   (2)

The energy is E = T − W, with T kinetic, and ε = T − 2W. The uniform state has E = ε = 0.

W = ½ Σ_(q≠0) v_q |ρ_q|²,  v_q = 4π/(κVq²).   (3)

Pekar units are a = κ/m and E₀ = m/κ², with ℓ = L/a. Pure numbers t and w give T = E₀t/ℓ², W = E₀w/ℓ. Unless other units are shown, lengths are in a and energies in E₀, so (3) is used with κ = 1.

ℓ dE/dℓ = ε − 3E.   (7)

The uniform state is unstable to a ripple at the shortest reciprocal vector G if ε_G < 2v_G, that is

G⁴ < 16π/(aV).   (9)

For the simple cubic supercell this means ℓ > ℓ_s = π³. The polaron is the ground state above

ℓ_c = inf t/w  over normalised non-uniform ψ,   (11)

numerically 24.464 (16³ grid). The localised branch ends at ℓ_f = 23.253. P = ⟨ψ⁴⟩ measures localisation (1 if uniform). "The program" is the numerical check, which minimises E by descent steps.

**Why ℓ_c has this size: the large-cell expansion**

Let n(r) be the density normalised to one electron, so that ρ_q = ∫ n e^(iq·r) d³r. Then (3) is W = ½ ∬ n(r) n(r′) φ(r − r′) with the periodic kernel

φ(r) = Σ_(q≠0) (4π/Vq²) e^(iq·r).

Its Laplacian is −(4π/V) Σ_(q≠0) e^(iq·r). The sum over all q is V times a delta function at each supercell vector, so near the origin ∇²φ = −4πδ(r) + 4π/V. The term +4π/V is the uniform compensating background left by the omission of q = 0. Since ∇²(1/r) = −4πδ and ∇²r² = 6, the function h = φ − 1/r − (2π/3V)r² is harmonic near the origin and has the cubic symmetry of the cell. Expand it in harmonic polynomials. Odd degrees vanish by inversion. At degree two, sign changes of single coordinates remove xy, yz and zx, and permutations of the axes leave only x² + y² + z², which is not harmonic, so that degree is empty. The constant scales as 1/ℓ and defines the Madelung constant α_M. Thus

φ(r) = 1/r − α_M/ℓ + 2πr²/(3ℓ³) + h₄(r) + …,

with h₄ of degree four and of order ℓ⁻⁵. An Ewald sum, tested for independence of its splitting parameter, gives α_M = 2.837297.

Insert the spherical density of the isolated polaron, centred at the origin. The 1/r term gives the isolated W. The constant gives −α_M/2ℓ. For the r² term, ⟨|r − r′|²⟩ = 2⟨r²⟩ − 2⟨r⟩·⟨r′⟩ = 2⟨r²⟩, so it gives ½ · (2π/3ℓ³) · 2⟨r²⟩. The harmonic terms give nothing: averaging a harmonic function over a spherical distribution returns its value at the centre, so the r′ integral turns h₄(r − r′) into h₄(r), and the r integral into h₄(0) = 0. The wavefunction relaxes by an amount of order ℓ⁻³, and because the isolated state is a minimum this lowers the energy at second order, ℓ⁻⁶. With E = T − W, and up to exponentially small overlaps between neighbouring cells,

E(ℓ) = E∞ + α_M/(2ℓ) − 2π⟨r²⟩/(3ℓ³) + O(ℓ⁻⁶).   (12)

Equation (7) in the form ε = 3E + ℓ dE/dℓ turns a term cℓ^(−p) of E into (3 − p)cℓ^(−p) in ε. The factors are 3 for p = 0, 2 for p = 1, 0 for p = 3 and −3 for p = 6:

ε(ℓ) = 3E∞ + α_M/ℓ + O(ℓ⁻⁶).   (13)

The ℓ⁻³ term is absent, and the ℓ⁻⁶ remainder of ε is −3 times that of E. In the limit ℓ → ∞, ℓ dE/dℓ → 0 means W = 2T, so E∞ = −T and the eigenvalue of the isolated polaron is ε_iso = 3E∞, the virial relations. A separate radial solver for the isolated problem gives E∞ = −0.054256, ε_iso = −0.162769 and ⟨r²⟩ = 21.4852, so r_rms = 4.6352, and the program tests both virial relations on it.

The positive term α_M/2ℓ is binding that the cell cannot provide. For the isolated polaron, W = ½∫d³q/(2π)³ (4π/q²)|ρ_q|² = (1/π)∫₀^∞ |ρ_q|² dq. Here |ρ_q| ≈ 1 at small q, so every interval dq near zero carries the same weight dq/π. A grid that omits the region of radius q_c ~ 1/ℓ around the origin misses about q_c/π, of order 1/ℓ, and α_M/2ℓ is the leading term of the difference between the integral and the lattice sum. The polaron loses to the uniform state when this loss eats up |E∞|. Setting (12) to zero with two terms gives

ℓ ≈ α_M/(2|E∞|) = 2.837297/(2 × 0.054256) = 26.147,

6.9% above ℓ_c = 24.464. With three terms the root is 24.798, 1.4% above ℓ_c. The sign of the remaining difference matches the negative relaxation term, but at ℓ ≈ 24.5 the overlap between cells may contribute as well, and the program does not separate the two.

The expansion also indicates how the shape of the supercell enters. For an fcc supercell with cube edge c, V = c³/4 and the shortest reciprocal vector has G² = 3(2π/c)². Condition (9) at equality reads 9 · 16π⁴/c⁴ = 64π/c³, so c = 9π³/4 and V^(1/3) = c/4^(1/3) = 9π³/4^(4/3) = 43.949, which the Hessian test reproduces. That is 1.417 times the simple cubic value. The ground-state threshold moves much less: minimising t/w gives V_c^(1/3) = 25.137, which is 2.8% above 24.464. The Madelung constants per V^(−1/3), 2.888282 and 2.837297, differ by 1.8%, which accounts for the sign and for about two thirds of that shift at the two-term level. For these two shapes, then, ℓ_c is nearly a property of the volume, while ℓ_s depends strongly on the shape.

**Your parameters**

1/κ = 1/2 − 1/10 = 0.4, so κ = 2.500. In atomic units a = κ/m = 2.5/0.5 = 5 and E₀ = m/κ² = 0.5/6.25 = 0.08, which are a = 2.6459 Å and E₀ = 2.1769 eV. The grid step is a₀/a = 4/2.6459 = 1.5118. This is close to the step 24.464/16 = 1.53 of the grid on which ℓ_c was found converged, so the continuum thresholds apply. The isolated polaron has E∞ = −0.054256 × 2.1769 = −0.1181 eV, ε_iso = −0.3543 eV and r_rms = 12.26 Å.

The three lengths and the first grids that exceed them are

L_f = 23.253 × 2.6459 = 61.5 Å,  23.253/1.5118 = 15.4,  N = 16,

L_c = 24.464 × 2.6459 = 64.7 Å,  24.464/1.5118 = 16.2,  N = 17,

L_s = 31.006 × 2.6459 = 82.0 Å,  31.006/1.5118 = 20.5,  N = 21.

Direct solution on the physical grids from a Gaussian seed gives, as N, ℓ, E, ε, P:

N = 14:  21.16,  0,  0,  1.00
N = 15:  22.68,  0,  0,  1.00
N = 16:  24.19,  +0.00101 eV,  −0.0847 eV,  12.70
N = 17:  25.70,  −0.00455 eV,  −0.1076 eV,  17.95
N = 18:  27.21,  −0.00995 eV,  −0.1241 eV,  22.94
N = 20:  30.24,  −0.01969 eV,  −0.1491 eV,  33.71
N = 21:  31.75,  −0.02401 eV,  −0.1592 eV,  39.76
N = 24:  36.28,  −0.03509 eV,  −0.1839 eV,  61.31
N = 32:  48.38,  −0.05515 eV,  −0.2266 eV,  150.10

The program asserts for each of these grids that the state is localised exactly when ℓ > ℓ_f and has negative energy exactly when ℓ > ℓ_c. N = 16 is your positive-energy solution. Its eigenvalue is well below the band bottom, because ε = T − 2W contains the electron's full energy −2W in the well but omits the lattice cost +W of making it (E = ε + W), so a negative ε is no sign of stability. At L_c the eigenvalue jumps from 0 to −0.04123 × 2.1769 = −0.090 eV. A small ripple on the uniform state is multiplied by 0.534 in 200 descent steps at N = 20 and by 1.736 at N = 21; the program asserts decay on the first grid and growth on the second. For N from 16 to 20 both solutions are local minima, which is the window in which your seed decides.

The largest grid tests (12) and (13). The energy is −0.11811 + 0.06384 − 0.00087 = −0.05514 eV against the computed −0.05515 eV, with a remainder of −6.9×10⁻⁶ eV. The eigenvalue is −0.3543 + 2 × 0.06384 = −0.2266 eV, with a remainder of +2.1×10⁻⁵ eV. The program asserts only that both remainders are small, but the two-digit printed values have a ratio close to the −3 that the p = 6 factor predicts. Even at 128 Å the cell holds only 0.05515/0.1181 = 47% of the isolated binding energy. To obtain E∞, stay on the localised branch (above L_f, with a localised seed wherever L < L_s) and extrapolate with (12). Subtracting α_M/2ℓ by hand from a localised solution estimates E∞ but leaves the ℓ⁻³ term, so it overbinds: at ℓ_c, where E = 0, it gives 26.147/24.464 = 1.069 times E∞, and at N = 32 it gives −0.05515 − 0.06384 = −0.1190 eV against −0.1181 eV. It cannot rescue a run that has delocalised.

**The density criterion**

With n = 1/V the ground-state threshold is

n_c = 1/(64.73 Å)³ = 3.7×10⁻⁶ Å⁻³ = 3.7×10¹⁸ cm⁻³.

Since a is the only length, any radius r assigned to the polaron is a number times a, and n_c^(1/3) r = (r/a)/ℓ_c is a constant independent of m, κ and ω. The criterion therefore has Mott's form, and dimensional analysis alone guarantees that. The constant depends on the radius chosen.

One choice is r = a. A second is r_rms. A third is the radius of the hydrogenic trial state ψ ∝ e^(−r/r_h). For it |∇ψ|² = ψ²/r_h², so T = 1/(2r_h²). The density is (β³/8π)e^(−βr) with β = 2/r_h. Differentiating the transform 4π/(β² + q²) of e^(−βr)/r with respect to −β gives the transform 8πβ/(β² + q²)² of e^(−βr), so ρ_q = β⁴/(β² + q²)². Then with q = β tan θ,

W = (1/π)∫₀^∞ ρ_q² dq = (β/π)∫₀^(π/2) cos⁶θ dθ = (β/π)(5π/32) = 5/(16 r_h).

Setting the derivative of 1/(2r_h²) − 5/(16r_h) to zero gives 1/r_h³ = 5/(16r_h²), so r_h = 16/5, which the program confirms by quadrature. The trial energy is −0.048828, 10% less bound than E∞. In your model r_h = 8.47 Å. The constants are

at ℓ_f:  0.0430 (r = a),  0.1376 (r_h),  0.1993 (r_rms),

at ℓ_c:  0.0409 (r = a),  0.1308 (r_h),  0.1895 (r_rms),

at ℓ_s:  0.0323 (r = a),  0.1032 (r_h),  0.1495 (r_rms).

The Mott estimate concerns a hydrogenic centre in a medium of dielectric constant ε_d, with Bohr radius a_B = ε_d/m, screened by a degenerate electron gas. The density of states at the Fermi level, both spins, is mk_F/π², so the Thomas–Fermi wavevector obeys k_TF² = (4π/ε_d)(mk_F/π²) = 4k_F/(πa_B), with k_F = (3π²n)^(1/3). Taking the bound state to be lost when the screening length equals the Bohr radius, k_TF a_B = 1, which is a rule of thumb and not an exact threshold, gives k_F a_B = π/4 and

n^(1/3) a_B = (π/4)(3π²)^(−1/3) = 0.254.

None of the nine constants equals this. If 0.254 is used with r_h to predict the supercell, the side comes out too small by 0.2539/0.1308 = 1.94 and the density too large by 1.94³ = 7.3, relative to ℓ_c and n_c. With r_rms the factors are 1.34 and 2.4. The agreement is one of order of magnitude: a polaron needs a cell about 24.464/4.6352 = 5.3 rms radii across.

The mechanism also differs from Mott's. Equations (1) and (2) describe one electron. They contain no carrier screening: v_q keeps its bare 1/q² form at every density, and the density enters only through the spacing of the allowed q. They contain no Pauli principle: the delocalised competitor is the band bottom with E = 0 and not a Fermi sea, which would cost energy. They contain no electron–electron repulsion: the electron is attracted to the polarisation of its images with strength 1/κ, whereas two distant real polarons also repel with 1/ε∞, leaving a net repulsion 1/ε∞ − 1/κ = 1/ε₀. So n_c is a sharp statement about the supercell needed by these equations, and only a rough scale for the doping at which real polarons overlap.

**Where the picture fails**

The sharp first-order jump belongs to the adiabatic mean-field functional, in which the uniform state has no phonon cloud at all. Define α = (1/κ)√(m/2ω), so that α²ω = m/2κ² = E₀/2 and E∞ = −2 × 0.054256 α²ω = −0.1085 α²ω. With quantum phonons a band-bottom electron is dressed already at second order. In the infinite cell, with the integral extended over all q so that the zone cutoff is neglected,

ΔE = −∫d³q/(2π)³ (2πω/κq²)/(ω + q²/2m) = −(ω/πκ) ∫₀^∞ dq/(ω + q²/2m) = −(ω/πκ)(π/2)√(2m/ω) = −αω.

The Pekar energy exceeds this in size only for α > 1/0.1085 ≈ 9.2. Your parameters give α = 7.377, so αħω = 7.377 × 0.020 = 0.148 eV. Restricting q to the Brillouin zone of your lattice lowers this by a few per cent, and it remains larger than 0.118 eV. Second-order theory is itself not reliable at such α, but the comparison indicates that the energy the delocalised state gains from quantum phonons, which these equations omit, is of the same size as the whole adiabatic binding here. The thresholds above are correct for the equations you are solving and make a good test of the code. They do not describe the quantum Fröhlich problem at this coupling.

The pure numbers ℓ_f and ℓ_c also assume that the grid resolves the polaron. When a₀ approaches r_rms, the zone-boundary cutoff, and in a real crystal the band shape and short-range couplings, enter t and w, and (11) must be minimised again for that case. The criterion ε_G = 2v_G behind ℓ_s survives for a single band with constant overlaps, with the band minimum at k = 0, the actual ε_G and v_G = 2g_G²/(N_pω), applied at the grid vector where ε_G − 2v_G first turns negative; that is the shortest one whenever ε_G rises and v_G does not rise with |G|.

Calculated quantities

```
Pekar units: Einf=-0.054256 eps_inf=-0.162769 <r2>=21.4852 r_rms=4.6352
Madelung constant per V^(-1/3): sc 2.837297, fcc 2.888282
sc: Lf=23.253 a (s=340, t=14.63)
sc: Lc=min t/w=24.4640 a (t=24.676, w=1.0087); root of E(L)=24.4640 a
sc: Lc on 20^3 grid=24.4640 a; random starts 24.4640, 24.4640 a
sc: Ls(Hessian)=31.0063 a, pi^3=31.0063
at Lc: eps=-0.04123 E0, participation <psi^4>=13.73
L=Lf+0.2: E=0.001641 E0, <psi^4>=9.29; L=Lf-0.2: <psi^4>=1.0000
L=27 a: dE/dL=-0.0016061, (eps-3E)/L=-0.0016061 E0/a
Lc estimates: two-term 26.147 a, three-term 24.798 a
fcc cell: Vc^(1/3)=25.137 a, spinodal V^(1/3)=43.949 a
hydrogenic radius=3.2000 a, trial energy=-0.048828 E0
n^(1/3) r at Lf: r=a 0.0430, r=hydrogenic 0.1376, r=rms 0.1993
n^(1/3) r at Lc: r=a 0.0409, r=hydrogenic 0.1308, r=rms 0.1895
n^(1/3) r at Ls: r=a 0.0323, r=hydrogenic 0.1032, r=rms 0.1495
Thomas-Fermi Mott estimate n^(1/3) a=0.2539
model: m=0.5, eps_inf=2.0, eps_0=10.0, a0=4.0 A, hw=0.02 eV
kappa=2.500, alpha=7.377, a=2.6459 A, E0=2.1769 eV, a0/a=1.5118
Einf=-0.1181 eV, eps_inf=-0.3543 eV, r_rms=12.26 A, r_hyd=8.47 A
N=14 L=56 A L/a=21.16 E=+0.00000 eV eps=-0.00000 eV <psi^4>=1.00
N=15 L=60 A L/a=22.68 E=+0.00000 eV eps=-0.00000 eV <psi^4>=1.00
N=16 L=64 A L/a=24.19 E=+0.00101 eV eps=-0.08470 eV <psi^4>=12.70
N=17 L=68 A L/a=25.70 E=-0.00455 eV eps=-0.10763 eV <psi^4>=17.95
N=18 L=72 A L/a=27.21 E=-0.00995 eV eps=-0.12412 eV <psi^4>=22.94
N=20 L=80 A L/a=30.24 E=-0.01969 eV eps=-0.14906 eV <psi^4>=33.71
N=21 L=84 A L/a=31.75 E=-0.02401 eV eps=-0.15920 eV <psi^4>=39.76
N=24 L=96 A L/a=36.28 E=-0.03509 eV eps=-0.18394 eV <psi^4>=61.31
N=32 L=128 A L/a=48.38 E=-0.05515 eV eps=-0.22664 eV <psi^4>=150.10
N=32: Madelung term 0.06384 eV, L^-3 term -0.00087 eV
N=32: remainder E -6.9e-06 eV, remainder eps 2.1e-05 eV
N=20: ripple on uniform state multiplied by 0.534 in 200 steps
N=21: ripple on uniform state multiplied by 1.736 in 200 steps
first grids: localised N=16, ground state N=17, uniform unstable N=21
Lf=61.53 A, Lc=64.73 A, Ls=82.04 A
eps jump at Lc=-0.0898 eV
n_c=3.687e-06 A^-3 = 3.687e+18 cm^-3
```
